\section*{Two-Current Resistivity of a Ferromagnetic Metal with Spin Mixing, part 2}

We seek the resistivity of a uniform ferromagnetic metal in a weak steady field $E$ when some collisions keep the electron spin and others, such as those with magnons, reverse it. The index $s$ is $u$ (up, the channel of lower resistivity) or $d$ (down), and $\bar s$ is the opposite spin. The charge is $-e$. Each spin has a spherical Fermi surface of radius $k_s$, with common mass $m$, Fermi velocity $v_s$ and density of states $N_s$:
\begin{equation}
v_s=\frac{\hbar k_s}{m},\qquad N_s=\frac{m k_s}{2\pi^2\hbar^2},
\label{eq:band}
\end{equation}

Part (a) treated collisions as elastic, which for magnons requires energy exchanges small compared with $k_BT$. The kernel $w_{ss'}(c)$ gives the scattering rate at angle cosine $c$, and $\langle\cdots\rangle$ averages over directions. In direction $\mathbf n$ the edge of the distribution is raised in energy by $-eA_sn_z$ (the rigid shift), with $z$ along the field. The amplitudes $A_s$ and current densities $j_s$ obey
\begin{equation}
j_s=\frac{e^2N_sv_s}{3}A_s,\qquad
\sum_{s'}N_{s'}\big[\langle w_{ss'}\rangle A_s-\langle w_{ss'}c\rangle A_{s'}\big]=Ev_s .
\label{eq:recall}
\end{equation}

Part (c) turned this into
\begin{equation}
E=\rho_sj_s+\rho_m(j_s-j_{\bar s}),\qquad s=u,d,
\label{eq:bal}
\end{equation}
with channel resistivities $\rho_s$ and mixing resistivity $\rho_m$, taken as $\rho_m\ge0$, defined by
\begin{align}
R_{ss}&=\frac{3}{e^2v_s^2}\left[\langle w_{ss}(1-c)\rangle+\frac{N_{\bar s}}{N_s}\langle w_{ud}\rangle\right],\label{eq:Rss}\\
\rho_m&=\frac{3\,\langle w_{ud}\,c\rangle}{e^2v_uv_d}.\label{eq:rhom}
\end{align}
\begin{equation}
\rho_s=R_{ss}-\rho_m .
\label{eq:rhos}
\end{equation}

Part (d) showed that, for equal spheres, flips with $c=1$ add only to $\rho_m$, isotropic flips add only to $\rho_u$ and $\rho_d$, equally, and the kernel $w_{ud}=a(1+c)^2$, with constant $a$, raises all three equally.

Part (e) allowed kernels that depend on the initial and final directions $\mathbf n$ and $\mathbf n'$ separately. Keeping the rigid shift and projecting the transport equation on $n_z$ for each spin then gives an upper bound on the resistivity, if the total current is parallel to the field, as in a cubic crystal.

\subsection*{Part (f): the total resistivity}

\textbf{Question.} Find the two currents, the resistivity $\rho=E/(j_u+j_d)$, and the division of the Joule heat.

\textbf{Solution.} Collect the coefficients in (\ref{eq:bal}):
\begin{align}
(\rho_u+\rho_m)\,j_u-\rho_m\,j_d&=E,\\
-\rho_m\,j_u+(\rho_d+\rho_m)\,j_d&=E .
\end{align}
The determinant is
\begin{equation}
D=(\rho_u+\rho_m)(\rho_d+\rho_m)-\rho_m^2=\rho_u\rho_d+\rho_m(\rho_u+\rho_d),
\end{equation}
which is positive for positive channel resistivities. To find $j_u$, multiply the first equation by $\rho_d+\rho_m$ and the second by $\rho_m$, and add. The terms in $j_d$ cancel. The same steps with the labels exchanged give $j_d$:
\begin{equation}
j_u=\frac{\rho_d+2\rho_m}{D}\,E,\qquad
j_d=\frac{\rho_u+2\rho_m}{D}\,E .
\label{eq:jj}
\end{equation}
Their sum is $(\rho_u+\rho_d+4\rho_m)E/D$, and hence
\begin{equation}
\rho=\frac{\rho_u\rho_d+\rho_m(\rho_u+\rho_d)}{\rho_u+\rho_d+4\rho_m}.
\label{eq:fc}
\end{equation}
This is the two-current resistivity of Fert and Campbell. With $j=j_u+j_d$, the up channel carries the share
\begin{equation}
\frac{j_u}{j}=\frac{\rho_d+2\rho_m}{\rho_u+\rho_d+4\rho_m}.
\label{eq:share}
\end{equation}

For the heat, multiply each equation (\ref{eq:bal}) by its own $j_s$ and add. The drag terms combine to a square:
\begin{equation}
Ej=\rho_uj_u^2+\rho_dj_d^2+\rho_m(j_u-j_d)^2 .
\label{eq:heat}
\end{equation}
Mixing produces heat when the currents differ, in the way that friction between two sliding layers does.

\subsection*{Part (g): weak and strong mixing}

\textbf{Question.} Hold $\rho_u$ and $\rho_d$ fixed and vary $\rho_m$ from zero to infinity. Find both limits, show how $\rho$ passes between them, and say at which $\rho_m$ it is halfway.

\textbf{Solution.} Put $S=\rho_u+\rho_d$ and $\Delta=\rho_u-\rho_d$. Since $4\rho_u\rho_d=S^2-\Delta^2$, the numerator of (\ref{eq:fc}) is
\begin{equation}
\frac{S^2}{4}-\frac{\Delta^2}{4}+\rho_mS=\frac S4\,(S+4\rho_m)-\frac{\Delta^2}{4}.
\end{equation}
Division by $S+4\rho_m$ gives
\begin{equation}
\rho=\frac S4-\frac{\Delta^2}{4(S+4\rho_m)},\qquad
\frac{\partial\rho}{\partial\rho_m}=\frac{\Delta^2}{(S+4\rho_m)^2}\ge0 .
\label{eq:split}
\end{equation}

At $\rho_m=0$ the result is $(S^2-\Delta^2)/(4S)$, or
\begin{equation}
\rho_\parallel=\frac{\rho_u\rho_d}{\rho_u+\rho_d}.
\label{eq:par}
\end{equation}
These are parallel spin channels. Each carries its own current $E/\rho_s$, and the channel of low resistivity acts as a partial short circuit for the other. In so far as the mixing comes from thermal magnons, it dies out as the temperature goes to zero, and this limit applies there.

For $\rho_m\to\infty$ the second term of (\ref{eq:split}) vanishes:
\begin{equation}
\rho_\infty=\frac{\rho_u+\rho_d}{4}.
\label{eq:mix}
\end{equation}
This is complete mixing. By (\ref{eq:share}) each channel then carries half the current, and the heat $\rho_u(j/2)^2+\rho_d(j/2)^2$ explains the factor $1/4$. The heat of mixing itself disappears. From (\ref{eq:jj}), $j_u-j_d=-\Delta\,j/(S+4\rho_m)$, so $\rho_m(j_u-j_d)^2$ falls as $1/\rho_m$. The resistivity is higher than $\rho_\parallel$ because the easy channel can no longer take the larger share.

The distance of $\rho$ from $\rho_\infty$ is $\Delta^2/[4(S+4\rho_m)]$. It has half its initial value when $4\rho_m=S$, that is, at $\rho_m=(\rho_u+\rho_d)/4$. Mixing is therefore weak or strong by comparison with $\rho_\infty$ itself. If $\rho_u=\rho_d$, then $\Delta=0$ and mixing has no effect on $\rho$, since there is no difference of currents for it to reduce.

\subsection*{Part (h): what complete mixing requires}

\textbf{Question.} When can $\rho_m$ grow while $\rho_u$ and $\rho_d$ stay fixed? If the Fermi radii differ, what is the limit of very frequent flips that keep the direction of motion?

\textbf{Solution.} For equal spheres, flips with $c=1$ add to $\rho_m$ and not to $\rho_s$, so their growing rate leads to (\ref{eq:mix}). Flips that also deflect the electron raise $\rho_s$ as well. With the kernel $a(1+c)^2$ of part (d), all three resistivities rise by equal amounts. The resistivity then grows without bound as $a$ increases, because it is never below $\rho_\parallel$, which itself grows.

For unequal spheres, let $\langle w_{ud}\rangle=\langle w_{ud}c\rangle=F$, as holds for flips with $c=1$. Equation (\ref{eq:recall}) becomes
\begin{equation}
N_s\langle w_{ss}(1-c)\rangle A_s+N_{\bar s}F\,(A_s-A_{\bar s})=Ev_s .
\label{eq:lock}
\end{equation}
As $F\to\infty$ the amplitudes must become equal. It is the energy shifts of the two distributions that are locked, and not the currents. The displacements in wave vector, of size $eA_s/(\hbar v_s)$, still differ between the spheres. Since $j_s\propto N_sv_sA_s$, the shares become
\begin{equation}
p_s=\frac{k_s^2}{k_u^2+k_d^2}.
\label{eq:ps}
\end{equation}
Multiply (\ref{eq:lock}) by $N_s$ and add the two equations. The flip terms cancel. With the flip-free resistivity $\rho_s^0=3\langle w_{ss}(1-c)\rangle/(e^2v_s^2)$ and the relation between $A_s$ and $j_s$,
\begin{equation}
N_s^2\langle w_{ss}(1-c)\rangle A_s=N_sv_s\,\rho_s^0\,j_s .
\end{equation}
Thus $\sum_sN_sv_s\rho_s^0j_s=E\sum_sN_sv_s$. Divide by $\sum_sN_sv_s$ and use $j_s=p_sj$:
\begin{equation}
\rho\to p_u^2\rho_u^0+p_d^2\rho_d^0 .
\label{eq:locked}
\end{equation}
For $k_u=k_d$ both shares are $1/2$ and (\ref{eq:mix}) is recovered.

Formula (\ref{eq:fc}) also holds for unequal spheres, but $\rho_s$ then depends on $F$. From its definition in part (c), with $N_{\bar s}/N_s=v_{\bar s}/v_s=k_{\bar s}/k_s$,
\begin{equation}
\rho_s=\rho_s^0+\rho_m\left(\frac{k_{\bar s}^2}{k_s^2}-1\right).
\label{eq:uneq}
\end{equation}
The correction is negative for the larger sphere, and its $\rho_s$ can even become negative at large $\rho_m$. It is then a coefficient in the balance equations and not the resistivity of a separate conductor.

\subsection*{Part (i): a line with iron-like parameters}

\textbf{Question.} A film line has $\rho_u=12$, $\rho_d=60$ and $\rho_m=5\ \mu\Omega\,$cm. It is 50 nm thick, 1000 nm wide and 10000 nm long. Find its resistivity, the current shares, the heat shares and the resistance, without surface scattering.

\textbf{Solution.} Equation (\ref{eq:fc}) gives
\begin{equation}
\rho=\frac{12\cdot60+5\cdot72}{72+20}=\frac{1080}{92}=11.74\ \mu\Omega\,\mathrm{cm}.
\end{equation}
The up share is $(60+10)/92=0.761$ and the down share is $0.239$. By (\ref{eq:heat}), 59\,\% of the heat arises in the up channel, 29\,\% in the down channel and 12\,\% in mixing. The last share is the heat of the drag term alone. Flips that deflect the electron also contribute to $\rho_u$ and $\rho_d$, and that part of their heat is counted in the channels. The line resistance is
\begin{equation}
\frac{(11.74\times10^{-8}\ \Omega\,\mathrm m)(10^{-5}\ \mathrm m)}{(5\times10^{-8}\ \mathrm m)(10^{-6}\ \mathrm m)}=23.5\ \Omega .
\end{equation}
With $\rho_u$ and $\rho_d$ held fixed, other values of $\rho_m$ give:
\begin{center}
\begin{tabular}{ccc}
$\rho_m$ ($\mu\Omega\,$cm) & $\rho$ ($\mu\Omega\,$cm) & up share\\
0 & 10.00 & 0.833\\
1 & 10.42 & 0.816\\
5 & 11.74 & 0.761\\
18 & 14.00 & 0.667\\
100 & 16.78 & 0.551
\end{tabular}
\end{center}
The limits are 10 and $18\ \mu\Omega\,$cm, and the halfway value 14 is reached at $\rho_m=18\ \mu\Omega\,$cm. Isotropic flips act differently. If they add $20\ \mu\Omega\,$cm to each original channel and there is no other flip process, then $\rho=32\cdot80/112=22.9\ \mu\Omega\,$cm. This lies above the complete-mixing value of the original channels, because momentum is now lost in the flips.

\subsection*{Part (j): how far the model can be trusted here}

\textbf{Question.} Estimate the effects that the model leaves out, using a Fermi radius $k_F=10\ \mathrm{nm}^{-1}$.

\textbf{Solution.} \emph{Surfaces.} Give each channel an effective mean free path $\lambda_s$, defined by $1/\rho_s=e^2N_sv_s\lambda_s/3$. The actual flight between collisions is shorter when flips also hand momentum to the other spin. Since $N_sv_s=k_F^2/(2\pi^2\hbar)$,
\begin{equation}
\lambda_s=\frac{6\pi^2\hbar}{e^2k_F^2\rho_s},
\end{equation}
which is 20.3 nm for up and 4.1 nm for down. Suppose that electrons leave a surface without drift. At depth $z$, those moving away from it at angle cosine $q$ to the normal have regained the fraction $1-e^{-z/(\lambda_sq)}$ of their bulk drift. Their weight in the current is $3(1-q^2)/2$, from the azimuthal average of three times the squared direction cosine along the field. Averaging over $z$ from 0 to the thickness $t$ gives the ratio of film to bulk conductivity,
\begin{equation}
\Phi_s=1-\frac{3\lambda_s}{2t}\int_0^1(q-q^3)\left(1-e^{-t/(\lambda_sq)}\right)dq .
\end{equation}
Numerical integration gives $\Phi_u=0.851$ and $\Phi_d=0.970$. Replacing $\rho_s$ by $\rho_s/\Phi_s$ in (\ref{eq:fc}), at fixed $\rho_m$, gives $13.1\ \mu\Omega\,$cm, or 11\,\% more than the bulk result. This is an estimate, since it treats the surface effect in each channel separately. The coupled transport equations of the two spins in the film give $13.0\ \mu\Omega\,$cm, both for flips that keep the direction and for the kernel $a(1+c)^2$, so the last digit is uncertain.

\emph{Unequal Fermi radii.} Take $k_u=10.5$ and $k_d=9.5\ \mathrm{nm}^{-1}$, flips that keep the direction, and the same $\rho_m$, with $\rho_u^0=12$ and $\rho_d^0=60\ \mu\Omega\,$cm. Equations (\ref{eq:uneq}) and (\ref{eq:fc}) give $11.3\ \mu\Omega\,$cm, which is 4\,\% below the result for equal radii. The limit of strong flips changes more. With $p_u=0.55$, (\ref{eq:locked}) gives $15.8$ in place of $18\ \mu\Omega\,$cm. The sign of both changes depends on which channel has the larger sphere. With the two radii exchanged the results are $12.3\ \mu\Omega\,$cm, 5\,\% above the value for equal radii, and $20.6\ \mu\Omega\,$cm.

\emph{Direction-dependent scattering.} Let the flip kernel be $a(1+c)^2$, which supplies 5 of the $\mu\Omega\,$cm in each $\rho_s$, and let isotropic spin-conserving scattering supply the other 7 and 55. Multiply every kernel by $g(\mathbf n)g(\mathbf n')$ with $g=1+\tfrac14[5(n_x^4+n_y^4+n_z^4)-3]$, which runs from $2/3$ along the cube diagonals to $3/2$ along the axes. The rigid-shift value stays at $11.74\ \mu\Omega\,$cm. The reason is that $g-1$ is a spherical harmonic of order four. It is orthogonal to $n_z^2$, and its product with $n_z$ has orders three and five, while the kernels have order two at most. Its contributions to the projected averages therefore vanish. The transport equation, solved as a linear system on 200 directions per spin, gives $11.3\ \mu\Omega\,$cm. The rigid shift is thus 4\,\% too high relative to the solved value, in the sense required by part (e).

\emph{Smaller effects.} Spin-orbit coupling makes the channels depend on the direction of magnetization. An assumed transfer of 1\,\% of $\rho_d$ to the up channel raises $\rho$ by 2.6\,\%. An internal field of roughly 2 T turns up electrons by about $0.006$ rad over the length $\lambda_u$. Reversing the field cannot change $\rho$ in this isotropic model, so the effect is of second order in that angle. At 300 K, with a free-electron Fermi energy of 3.8 eV, thermal smearing enters at the order $(k_BT/\varepsilon_F)^2\approx5\times10^{-5}$.

\emph{Energy exchange with magnons.} In iron a magnon of wave number $q$ has an energy of roughly $Dq^2$ with $D\approx2.8\ \mathrm{meV\,nm^2}$, while $k_BT$ is 26 meV at 300 K. Thermal magnons thus have $q$ up to about $3\ \mathrm{nm}^{-1}$ and deflect an electron little, but the energy they exchange can be comparable with $k_BT$. For them the elastic treatment of part (a) is only a rough approximation at this temperature. A flip between unequal spheres also needs $q\ge|k_u-k_d|$. For free electrons split by 2 eV this minimum is about $2.6\ \mathrm{nm}^{-1}$, or 20 meV, close to $k_BT$, so the size of the magnon mixing depends strongly on the difference of the radii. To turn an electron through $60^\circ$ takes $q=k_F$ and an energy of about 280 meV, which thermal magnons do not have. The broad kernel $a(1+c)^2$ is therefore an illustration of angle-dependent flips and not a model of magnon scattering in iron.

\emph{The real metal.} Bulk iron near room temperature has a resistivity of roughly $10\ \mu\Omega\,$cm, and the round parameters were chosen to give a total of that order, as for a dilute iron alloy. The ratio $\rho_d/\rho_u=5$ is a choice. In real alloys it depends strongly on the impurity. The single free-electron sphere per spin is the assumption furthest from iron, whose $d$ bands give several Fermi-surface sheets that differ between the spins. The 4\,\% shift found for a small difference of radii does not bound that error. Of the changes to the resistivity of the line sized here, that from surface scattering is the largest, and it grows in thinner films. This ranking rests on the small difference of radii assumed, which corresponds to a splitting of about 0.8 eV between the spins. A splitting of 2 eV, of the order found in iron, changes $\rho$ in the same model by $-9\,\%$ or $+16\,\%$, depending on which sphere is larger. Grain boundaries, spin accumulation near contacts and the energy exchanged with magnons are not included in any of these numbers.

Numerical values quoted here were computed with a short program.
